# Why spin-flip CI from an ROHF triplet is not spin pure

## Question

I run single spin-flip CI (SF-CIS) from a high-spin triplet ROHF determinant. The reference has $\langle S^2\rangle=2$, with no contamination at all, so I expected every target state to be a clean singlet or triplet. Most low roots do look clean, but one root comes out with $\langle S^2\rangle$ close to 1, which is neither. Doesn't a spin-pure reference guarantee spin-pure spin-flip states? If not, where does the contamination come from, and how can I remove it?

## Answer

No. A spin-pure reference guarantees spin-pure targets only if the determinants generated from it also form complete spin sets. In SF-CIS just one of the four kinds of flip does so.

### Conventions

Let $\Phi$ be the reference with $M_s=1$. It has doubly occupied orbitals $c$, two open orbitals $o_1,o_2$ holding $\alpha$ electrons, and empty orbitals $v$. All orbitals are real, and both spins share them. SF-CIS expands its states in

$$|i\to a\rangle=a^\dagger_{a\beta}a_{i\alpha}|\Phi\rangle,\qquad i\in\{c,o\},\quad a\in\{o,v\},$$

which have $M_s=0$. I call the four blocks OO, CO, OV and CV; CO, for example, means closed to open.

The spin operators are

$$S_+=\sum_p a^\dagger_{p\alpha}a_{p\beta},\qquad S_-=\sum_p a^\dagger_{p\beta}a_{p\alpha},\qquad S^2=S_-S_++S_z(S_z+1).$$

Every $\beta$ electron of $\Phi$ sits in an orbital whose $\alpha$ place is filled, so $S_+\Phi=0$ and $\langle S^2\rangle=1\cdot 2=2$. The reference is indeed pure.

Each term of $S_\pm$ flips a spin within one spatial orbital and gives zero on a doubly occupied one. Therefore $S^2$ rearranges spins among singly occupied orbitals but never changes the spatial occupation, which I call the configuration. Each configuration can be judged separately. This would fail for UHF orbitals, which differ between the spins.

I write a determinant as the string of spins in its singly occupied orbitals. With $p\alpha$ placed directly before $p\beta$ in the orbital order, flipping a spin produces no sign.

### Two unpaired electrons

For $M_s=0$ we have $S^2=S_-S_+$. Since $S_+|\beta\alpha\rangle=|\alpha\alpha\rangle$,

$$S^2|\beta\alpha\rangle=S_-|\alpha\alpha\rangle=|\beta\alpha\rangle+|\alpha\beta\rangle,$$

and $|\alpha\beta\rangle$ gives the same result. The sum of the two strings has eigenvalue 2 (triplet) and the difference has eigenvalue 0 (singlet). Both strings are needed to build either state.

**OO.** The flips $o_1\to o_1$ and $o_2\to o_2$ give $|\beta\alpha\rangle$ and $|\alpha\beta\rangle$. The flips $o_1\to o_2$ and $o_2\to o_1$ give the closed shells $o_2^2$ and $o_1^2$. Nothing is missing: the block holds three singlets and one triplet.

**CO.** The flip $c\to o_1$ leaves $c\beta$ and $o_2\alpha$ unpaired, with $o_1$ doubly occupied. The partner has $c\alpha$ and $o_2\beta$. To reach it from $\Phi$ one must remove $c\beta$ and $o_2\alpha$ and add $o_1\beta$ and $o_2\beta$. That is a double excitation, which SF-CIS lacks.

**OV.** The flip $o_1\to v$ leaves $o_2\alpha$ and $v\beta$ unpaired. The partner, $o_2\beta\,v\alpha$, requires removing $o_1\alpha$ and $o_2\alpha$, so it is also a double excitation.

A lone string is an equal mixture of singlet and triplet, so a CO or OV determinant has $\langle S^2\rangle=\tfrac12\cdot0+\tfrac12\cdot2=1$. A root made mostly of such determinants is one way to obtain your odd value. The weight formula below shows that there are others.

These counts depend on there being two open orbitals. From a doublet reference with one open orbital, a CO or OV flip leaves a single unpaired electron and needs no partner.

### Four unpaired electrons: a false triplet

A CV flip leaves $c,o_1,o_2,v$ singly occupied, with string $|\beta\alpha\alpha\beta\rangle$. Two $\beta$ spins can be placed on four orbitals in six ways, and SF-CIS has one of them. Its mean $S^2$ follows from

$$S_+|\beta\alpha\alpha\beta\rangle=|\alpha\alpha\alpha\beta\rangle+|\beta\alpha\alpha\alpha\rangle,\qquad \langle S^2\rangle=\|S_+|\beta\alpha\alpha\beta\rangle\|^2=2.$$

That is the triplet value, but the state is no triplet. The $M_s=0$ quintet, obtained by applying $S_-$ twice to $|\alpha\alpha\alpha\alpha\rangle$, is the equal sum of all six strings divided by $\sqrt6$. One string therefore has quintet weight $1/6$. With $S(S+1)=0,2,6$, the triplet weight $t$ satisfies $2t+6\cdot\tfrac16=2$, so $t=\tfrac12$, and $\tfrac13$ remains for the singlet.

The variance exposes the mixture:

$$\langle S^4\rangle-\langle S^2\rangle^2=\tfrac12\cdot 4+\tfrac16\cdot 36-4=4,$$

so the standard deviation of $S^2$ is 2. A pure state has zero.

Relative to $\Phi$, each of the six strings has lost one electron from $c$, plus one $\alpha$ electron from every open orbital that now carries $\beta$. The set thus consists of one single, four double and one triple excitation. In a linear CI expansion, adding all spin-flip doubles completes the CO and OV sets but still leaves each CV set one determinant short, and the doubles bring new configurations that are themselves incomplete.

### What this means for an SF-CIS state

Because $S^2$ does not connect different configurations, an eigenvector of $S^2$ must be an eigenvector, with the same eigenvalue, within every configuration where it has weight. Outside OO, each configuration contributes a single determinant, which is not an eigenvector. Hence an SF-CIS state is spin pure only if all its weight lies in OO and its OO part does not mix singlet with triplet.

Let $w_{\rm CO}$, $w_{\rm OV}$ and $w_{\rm CV}$ be the block weights of a normalized state, and $w_T$ the weight of the OO triplet. Adding the configurations gives

$$\langle S^2\rangle=2w_T+w_{\rm CO}+w_{\rm OV}+2w_{\rm CV},\qquad w_{\rm quintet}=\tfrac16 w_{\rm CV}.$$

### Does the Hamiltonian really mix the blocks?

The clearest case is the $M_s=0$ partner of the reference,

$$T_0=\tfrac1{\sqrt2}S_-\Phi=\tfrac1{\sqrt2}\left(|\beta\alpha\rangle+|\alpha\beta\rangle\right),$$

which is the OO triplet. One might expect it to be an SF-CIS eigenstate with the ROHF energy. Its coupling to a flip $i\to a$ is

$$\langle i\to a|H|T_0\rangle=\tfrac1{\sqrt2}\langle\Phi|a^\dagger_{i\alpha}a_{a\beta}\,S_-H|\Phi\rangle,$$

since $H$ commutes with $S_-$. Also $\langle\Phi|S_-=(S_+|\Phi\rangle)^\dagger=0$, so the operator product may be replaced by a commutator. The rule $[a^\dagger_Pa_Q,a^\dagger_Ra_S]=\delta_{QR}a^\dagger_Pa_S-\delta_{PS}a^\dagger_Ra_Q$ gives

$$[a^\dagger_{i\alpha}a_{a\beta},S_-]=a^\dagger_{i\alpha}a_{a\alpha}-a^\dagger_{i\beta}a_{a\beta}.$$

What remains are matrix elements of $H$ between $\Phi$ and its ordinary single excitations. By the Slater–Condon rules these are Fock elements $F^\sigma_{ai}$, when the excitation exists:

- CO: the $\alpha$ excitation is blocked because $o\alpha$ is filled. The coupling is $-F^\beta_{oc}/\sqrt2$.
- OV: there is no $\beta$ electron in $o$ to excite. The coupling is $F^\alpha_{vo}/\sqrt2$.
- CV: both terms survive. The coupling is $(F^\alpha_{vc}-F^\beta_{vc})/\sqrt2$.

Now use the ROHF conditions. Mixing a small amount $\varepsilon$ of orbital $p$ into orbital $q$ changes the energy by $2\varepsilon F^\sigma_{pq}$ for each spin in which $q$ is filled and $p$ empty. If both are filled, nothing changes. Since the two spins share their orbitals, stationarity requires

$$F^\beta_{oc}=0,\qquad F^\alpha_{vo}=0,\qquad F^\alpha_{vc}+F^\beta_{vc}=0.$$

The first two remove the CO and OV couplings. The third fixes the sum of the CV elements, whereas the coupling contains their difference. The two Fock operators differ because $\alpha$ electrons also have exchange with the open electrons, $F^\alpha_{vc}=F^\beta_{vc}-\sum_o(co|ov)$, so

$$\langle c\to v|H|T_0\rangle=-\frac1{\sqrt2}\sum_{o}(co|ov).$$

This is generally not zero. When it is not, $T_0$ is not an eigenstate. As $T_0$ is the only pure triplet in the SF space, no SF-CIS eigenstate is then a pure triplet.

The energy shows it too. From $S_+S_-\Phi=[S_+,S_-]\Phi=2S_z\Phi=2\Phi$ we get

$$\langle T_0|H|T_0\rangle=\tfrac12\langle\Phi|S_+S_-H|\Phi\rangle=E_{\rm ROHF}.$$

The lowest eigenvalue cannot exceed this mean value, and it equals it only if $T_0$ is an eigenvector. With nonzero coupling, the lowest root lies below the ROHF triplet.

An OO singlet can still be an exact SF-CIS eigenstate if its couplings to all other flips vanish, for instance by spatial symmetry.

### Numbers for methylene

Take CH$_2$ in the 6-31G basis, with C–H distances of 1.10 Å and an angle of 120°. ROHF gives 3 closed, 2 open and 8 virtual orbitals, and a triplet energy of $-38.904565$ hartree. There are $5\times10=50$ flips: 4 OO, 6 CO, 16 OV and 24 CV. I diagonalized the Hamiltonian in this space and found the mean and standard deviation of $S^2$ by applying the spin operators to each eigenvector. Energies are relative to the ROHF triplet.

| Root | Energy (eV) | $\langle S^2\rangle$ | Std. dev. | OO weight |
|---|---|---|---|---|
| 1 | −0.07 | 1.9996 | 0.12 | 0.9962 |
| 2 | 1.19 | 0.0023 | 0.07 | 0.9979 |
| 3 | 2.26 | 0.0140 | 0.18 | 0.9877 |
| 4 | 4.93 | 0.0371 | 0.27 | 0.9632 |
| 5 | 8.05 | 1.0210 | 1.04 | 0.0000 |

Root 5 is one kind of state with $\langle S^2\rangle$ near 1. The weight formula gives the same mean for an OO state with $w_T\approx\tfrac12$, or for an OO singlet mixed equally with CV flips, so the mean alone cannot tell which case you have; the block weights of your root can. The weights of root 5 are 0.9786 CO, 0.0004 OV and 0.0210 CV, so

$$\langle S^2\rangle=0.9786+0.0004+2(0.0210)=1.0210.$$

It is 49.65% singlet, 50.00% triplet and 0.35% quintet. Calling it either a singlet or a triplet would be arbitrary.

Root 1 shows how the mean can flatter a state. Its $\langle S^2\rangle$ is only 0.0004 below 2, yet it contains 0.0014 singlet and 0.0006 quintet. The singlet part lowers the mean by $2(0.0014)=0.0028$, the quintet part raises it by $4(0.0006)=0.0024$, and the two nearly cancel. As derived above, the root lies below the ROHF energy, here by 0.07 eV.

The extreme case is a root at 313 eV whose CV weight is 1 to four decimals. It has $\langle S^2\rangle=2.0000$ with a standard deviation of 2.0000. None of the 50 roots is pure; the smallest standard deviation is 0.07.

These numbers belong to the 6-31G basis. In cc-pVDZ and def2-TZVP the pattern is the same, with four nearly pure roots followed by one near $\langle S^2\rangle=1$, but the values move. Root 2 drops to 0.89 and 0.83 eV, with $\langle S^2\rangle=0.009$ and $0.015$. Root 5 drops to 7.68 and 7.57 eV, and the smallest standard deviation rises to 0.12 and 0.13.

### How to remove the contamination

Keep the orbitals and add the missing determinants. With $n_c$ closed and $n_v$ virtual orbitals, there are $2n_c$ CO and $2n_v$ OV configurations with two determinants each, and $n_cn_v$ CV configurations with six each. The completed dimension is

$$4+4n_c+4n_v+6n_cn_v=4+12+32+144=192.$$

This space is closed under $S^2$, so the Hamiltonian projected onto it still commutes with $S^2$. Nondegenerate eigenstates are then pure, and degenerate ones can be chosen pure.

A cheaper choice is to drop CV and complete only CO and OV, which takes $4+12+32=48$ determinants. Here $T_0$ is an exact eigenstate at $E_{\rm ROHF}$. To see this, take any determinant $D$ of a CO or OV configuration. Then $\langle D|HS_-|\Phi\rangle=\langle S_+D|H|\Phi\rangle$, and $S_+D$ is the single excitation $c\beta\to o\beta$ or $o\alpha\to v\alpha$ of $\Phi$. Its coupling to $\Phi$ is one of the Fock elements that ROHF sets to zero. Within OO, $T_0$ cannot couple to the singlets.

The four lowest energies in eV, again relative to the ROHF triplet, are:

| Space | Triplet | Singlet 1 | Singlet 2 | Singlet 3 |
|---|---|---|---|---|
| OO only | 0.00 | 1.24 | 2.46 | 5.40 |
| SF-CIS (nominal spin) | −0.07 | 1.19 | 2.26 | 4.93 |
| Completed, no CV | 0.00 | 1.17 | 2.17 | 4.61 |
| Completed, with CV | −0.18 | 1.15 | 2.08 | 4.58 |

All rows except SF-CIS are spin pure. Since the orbitals and the Hamiltonian are the same throughout, the impurity comes from the choice of determinants.

Purity is not accuracy, however. The gap between the triplet and the lowest singlet is 1.24 eV in the OO space, 1.17 eV in the completed space without CV, and $1.15+0.18=1.33$ eV in the full completed space. Three pure calculations differ by up to 0.16 eV in this basis. The gaps are far from converged in the basis: in def2-TZVP the same three spaces give about 1.2, 0.7 and 0.8 eV, a spread of 0.47 eV. All of them are small CI models in a small basis that omit most dynamic correlation, so none of these gaps should be read as a prediction of experiment.

For your own SF-CIS output, inspect the block weights along with $\langle S^2\rangle$. A state with OO weight near 1 that is mainly singlet or mainly triplet can carry that label as an approximation. A state with little OO weight cannot, even when its $\langle S^2\rangle$ happens to equal 2. Each CO, OV or CV flip puts at most half of its weight into any one spin, so with OO weight $w_{\rm OO}$ no spin has a weight above $(1+w_{\rm OO})/2$, which is close to $\tfrac12$ when $w_{\rm OO}$ is small.
